# Hard-Wall Force Sum Rule as a Convergence Test for Schrödinger-Poisson Solvers

**Setting.** Electrons in a silicon inversion layer occupy $z>0$, behind an impenetrable oxide wall at $z=0$. Motion along $z$ is described by real, normalized subband functions $\psi_i$ with

$$-\frac{\hbar^2}{2m_i}\psi_i''+V\psi_i=E_i\psi_i,\qquad \psi_i(0)=0,\qquad \int_0^\infty\psi_i^2\,dz=1 .$$

Each subband has a constant mass $m_i$ normal to the wall and holds $N_i$ electrons per area. The density is $n(z)=\sum_iN_i\psi_i^2$, and $N_s=\sum_iN_i$. $V$ is the electron potential energy, with $V(0)=0$. It is a Hartree (mean-field) potential in a medium of uniform permittivity $\varepsilon$. Ionized acceptors, $N_{dep}$ per area, lie mostly much deeper than the electrons, so their field is taken as constant across the inversion layer.

## (a) What force does one electron exert on the wall?

Relate the slope $\psi_i'(0)$ to the force from the potential, and then to the energy change when the wall moves.

**Solution.** Multiply the Schrödinger equation by $\psi_i'$. Since $\psi_i''\psi_i'=\tfrac12(\psi_i'^2)'$ and $\psi_i\psi_i'=\tfrac12(\psi_i^2)'$,

$$-\frac{\hbar^2}{4m_i}(\psi_i'^2)'+\frac12(V-E_i)(\psi_i^2)'=0 .$$

Integrate from $0$ to $\infty$. The first term gives $+\hbar^2\psi_i'(0)^2/4m_i$, because the slope vanishes at infinity. Integrate the second by parts: its boundary term vanishes because $\psi_i=0$ at the wall and decays at large $z$, leaving $-\tfrac12\int V'\psi_i^2dz$. Therefore

$$f_i\equiv\frac{\hbar^2}{2m_i}\psi_i'(0)^2=\int_0^\infty V'(z)\psi_i(z)^2\,dz. \tag{1}$$

The right side is the mean force pressing the electron toward the wall. In a stationary state the wall returns an equal and opposite force.

To see that $f_i$ is a mechanical force, hold $V$ fixed and put the wall at $z=a$. Let $\chi=\partial\psi_i/\partial a$. Differentiating the Schrödinger equation with respect to $a$ gives $(H-E_i)\chi=(dE_i/da)\psi_i$. Multiply by $\psi_i$, integrate, and move the derivatives from $\chi$ to $\psi_i$:

$$\frac{dE_i}{da}=-\frac{\hbar^2}{2m_i}\big[\psi_i\chi'-\psi_i'\chi\big]_a^\infty
=-\frac{\hbar^2}{2m_i}\psi_i'(a)\chi(a).$$

The condition $\psi_i(a;a)=0$ holds for every $a$, so its total derivative gives $\psi_i'(a)+\chi(a)=0$. Hence $dE_i/da=+\hbar^2\psi_i'(a)^2/2m_i$: pushing the wall inward costs energy at the rate $f_i$.

## (b) What is the total force per area?

Use Gauss's law to eliminate the wavefunctions from the right side of (1), and examine the limits of small and large $N_s$.

**Solution.** The electric field $F$ points into the silicon, so $V'=eF$. It vanishes beyond the depletion layer. The field at $z$ is therefore set by all the negative charge lying deeper than $z$:

$$V'(z)=\frac{e^2}{\varepsilon}\,[N_{dep}+S(z)],\qquad S(z)=\int_z^\infty n(z')\,dz'. \tag{2}$$

Weight (1) by $N_i$ and sum. Since $n=-S'$, $S(0)=N_s$ and $S(\infty)=0$,

$$\int_0^\infty nS\,dz=-\int_0^\infty S'S\,dz=\frac{N_s^2}{2}.$$

The sum rule is

$$\boxed{P\equiv\sum_iN_i\frac{\hbar^2}{2m_i}\psi_i'(0)^2=\frac{e^2}{\varepsilon}N_s\left(N_{dep}+\frac{N_s}{2}\right)} \tag{3}$$

The factor $\tfrac12$ arises because, by (2), the total field at an electron is fixed by the charge lying deeper; averaged over the electrons, this includes half of the inversion charge.

With $F_{dep}=eN_{dep}/\varepsilon$ and surface field $F_s=e(N_{dep}+N_s)/\varepsilon$, we have $F_s-F_{dep}=eN_s/\varepsilon$ and $F_s+F_{dep}=2e(N_{dep}+N_s/2)/\varepsilon$. Their product turns (3) into

$$P=\frac{\varepsilon}{2}(F_s^2-F_{dep}^2),$$

the difference in electrostatic stress across the inversion layer.

For $N_s\ll N_{dep}$, $P\to N_seF_{dep}$: the well is nearly triangular and every electron feels the same force. For $N_s\gg N_{dep}$, $P\to e^2N_s^2/2\varepsilon$: the layer is held by the positive charge beyond the wall that balances it. This charge grows in proportion to $N_s$, so the pressure is quadratic in density.

Temperature and masses are absent from the right side of (3). They alter the individual slopes, but not the weighted sum at fixed $N_s$ and $N_{dep}$.

## (c) How is the balance shared among subbands in silicon?

Take a (100) silicon layer at 300 K with $N_s=5\times10^{12}$ and $N_{dep}=2.5\times10^{12}$ cm⁻². Use the rough typical values $\varepsilon/\varepsilon_0=11.7$ and longitudinal and transverse masses $0.92$ and $0.19\,m_0$. Find the pressure and compare the subband forces.

**Solution.** Ladder 0 has two valleys with normal mass $0.92\,m_0$ and in-plane density-of-states mass $m_d=0.19\,m_0$. Ladder 1 has four valleys with normal mass $0.19\,m_0$ and $m_d=0.418\,m_0$. Integrating the Fermi function over the constant two-dimensional density of states, including spin, gives

$$N_i=\frac{g_im_{d,i}k_BT}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E_i)/k_BT}\right],$$

where $g_i$ is the number of valleys and $E_F$ is adjusted to give $N_s$.

In units of nm⁻², $N_s=0.05$ and $N_{dep}=0.025$. With $e^2/\varepsilon=1.5466$ eV nm,

$$P=1.5466\times0.05\times(0.025+0.025)=0.003866\ \text{eV/nm}^3=0.619\ \text{MPa}.$$

The mean force per electron is $P/N_s=0.0773$ eV/nm, corresponding to a field of 0.773 MV/cm. This lies midway between $F_{dep}=0.387$ and $F_s=1.160$ MV/cm.

The self-consistent solution in a 30 nm box with grid spacing 0.025 nm gives:

| Ladder, level | $E_i$ (meV) | Share (%) | $f_i$ (eV/nm) |
|---|---:|---:|---:|
| 0,0 | 175.0 | 76.5 | 0.0832 |
| 1,0 | 261.4 | 19.2 | 0.0586 |
| 0,1 | 265.3 | 3.8 | 0.0572 |

The last digits carry the grid error of this spacing: as $h\to0$ the energy of level 0,0 rises by 0.006 meV and rounds to 175.1 meV, and $f_{0,1}$ rounds to 0.0573 eV/nm. The lowest subband feels more than the mean force, and the other two feel less. By (1), $f_i$ is the average of $V'$ over the subband density, and by (2) $V'$ falls with depth. The three contributions to the mean force are $0.0636$, $0.0112$ and $0.0022$ eV/nm, totalling about $0.0770$; higher levels supply most of the remaining $0.0003$.

## (d) What does a residual mean before self-consistency?

A solver finds states in an input potential $V_{in}$, forms their density $n_{out}$, and computes a new Hartree potential $V_{out}$. Find the error in (3) at that moment, and decide whether a zero error proves convergence.

**Solution.** Equation (1) holds in the potential that produced the states, so the slopes give $\int n_{out}V_{in}'dz$. The derivation in (b) applies to the potential generated by $n_{out}$, so the closed form equals $\int n_{out}V_{out}'dz$. Subtracting,

$$P_{slope}-P=\int_0^\infty n_{out}(V_{in}'-V_{out}')\,dz. \tag{4}$$

This is one weighted average of the force mismatch. It can vanish while the mismatch itself does not.

A triangular input well shows this. Choose the constant slope $V_{in}'=(e^2/\varepsilon)(N_{dep}+N_s/2)$. Every level then has this same wall force, and the sum equals (3) whatever the shape of $n_{out}$. Yet at the wall the input field is 0.773 MV/cm, while the output field is 1.160 MV/cm. In the 30 nm box the largest potential mismatch is 1052 meV, reached deep in the silicon where the two slopes have long differed. The residual at spacing 0.05 nm is only $-0.138\%$ of $P$, and part (e) shows that this remainder comes from the grid.

The rule is also blind to the occupations, because (3) holds for any set of $N_i$ with a consistent density. Placing 70% of the electrons in level 0,1 and 30% in level 1,0, then iterating to self-consistency, leaves a residual of only $-0.228\%$ at the same spacing. Wrong masses or a wrong permittivity, used consistently throughout the calculation and the check, escape in the same way. The rule is necessary for a correct solution, but not sufficient.

## (e) What residual should a correct grid calculation leave?

Use nodes $z_j=jh$, $j=0,\ldots,N+1$, with $\psi_0=\psi_{N+1}=0$ and $h\sum_j\psi_j^2=1$. Find the residual for the three-point Schrödinger equation.

**Solution.** Suppress the subband label and put $K=\hbar^2/2m$. The equation at node $j$ is

$$-\frac{K}{h^2}(\psi_{j+1}-2\psi_j+\psi_{j-1})+(V_j-E)\psi_j=0 .$$

Multiply by $\psi_{j+1}-\psi_{j-1}$, the discrete counterpart of $\psi'$, and sum over $j=1,\ldots,N$. The outer neighbours give

$$-\frac{K}{h^2}\sum_j(\psi_{j+1}^2-\psi_{j-1}^2)=\frac{K}{h^2}(\psi_1^2-\psi_N^2).$$

The terms with constant coefficients, $2K/h^2$ and $-E$, multiply $\sum_j(\psi_j\psi_{j+1}-\psi_{j-1}\psi_j)$, which telescopes to zero. Regrouping the potential term by neighbouring pairs gives $-\sum_j\Delta V_j\,\psi_j\psi_{j+1}$, with $\Delta V_j=V_{j+1}-V_j$. Thus

$$K\left[\left(\frac{\psi_1}{h}\right)^2-\left(\frac{\psi_N}{h}\right)^2\right]=\sum_{j=0}^{N}\Delta V_j\,\psi_j\psi_{j+1}. \tag{5}$$

The second term on the left is the force on the artificial far wall. Now use

$$\psi_j\psi_{j+1}=\tfrac12(\psi_j^2+\psi_{j+1}^2)-\tfrac12(\psi_{j+1}-\psi_j)^2. \tag{6}$$

For Poisson's equation, place the field between nodes:

$$\Delta V_j=h\frac{e^2}{\varepsilon}(N_{dep}+S_j),\qquad S_j=h\sum_{k>j}n_k .$$

The first part of (6), weighted by $N_i$ and summed, contains $h(n_j+n_{j+1})/2$. Its $N_{dep}$ term sums to $N_{dep}N_s$. For the other term, use $hn_j=S_{j-1}-S_j$ and $hn_{j+1}=S_j-S_{j+1}$, with $S_{-1}=S_0=N_s$ and $S_N=S_{N+1}=0$:

$$\sum_{j=0}^{N}S_j\frac{h(n_j+n_{j+1})}{2}
=\frac12\sum_{j=0}^{N}(S_{j-1}S_j-S_jS_{j+1})=\frac{N_s^2}{2}.$$

The discrete Poisson equation thus reproduces the closed form without a grid error. The entire residual at self-consistency comes from the last part of (6):

$$P_{near}-P_{far}-P=-\frac12\sum_iN_i\sum_j\Delta V_j(\psi_{i,j+1}-\psi_{i,j})^2. \tag{7}$$

For small $h$, $\Delta V_j\simeq hV'$ and $(\psi_{i,j+1}-\psi_{i,j})^2\simeq h^2\psi_i'^2$. One factor $h$ turns the sum into an integral, so the right side tends to

$$-\frac{h^2}{2}\sum_iN_i\int_0^\infty V'\psi_i'^2\,dz .$$

The residual is negative because $V'>0$, and halving $h$ should divide it by four. The same identity applies to the triangular input in (d), which explains its small remainder.

## (f) How is the rule used to test convergence?

Interpret the iteration history and grid results for the silicon layer, then distinguish a coding fault from ordinary grid error.

**Solution.** Start at $h=0.05$ nm from the bare depletion field and mix 40% of each new field into the old one. In the table, mismatch means the largest $|V_{out}-V_{in}|$, and residuals are relative to $P$.

| Pass | Mismatch (meV) | Residual (%) |
|---:|---:|---:|
| 1 | 158.5 | −50.04 |
| 5 | 10.15 | −3.99 |
| 10 | 0.654 | −0.352 |
| 20 | 0.0035 | −0.162 |

The first residual follows from (4): the input supplies only $N_{dep}/(N_{dep}+N_s/2)=1/2$ of the required force. Later the residual settles at $-0.161\%$, not at zero. Further iteration cannot remove this floor; the grid must be refined.

| $h$ (nm) | Residual (%) | $E_0$ error (meV) |
|---:|---:|---:|
| 0.200 | −2.591 | −0.409 |
| 0.100 | −0.646 | −0.103 |
| 0.050 | −0.161 | −0.026 |
| 0.025 | −0.040 | −0.006 |

Here $E_0$ is the lowest level, and its error is relative to the value extrapolated from the two finest grids. The residual falls by four at each halving, as (7) predicts, with coefficient $-0.645$ nm⁻² relative to $P$. A residual below 0.01% in magnitude therefore needs

$$h<\sqrt{10^{-4}/0.645}\ \text{nm}\approx0.012\ \text{nm}.$$

Extrapolation is cheaper. Removing the $h^2$ term through $(4P_{0.025}-P_{0.05})/3$ brings the slope sum to within about $10^{-7}$ of $P$, relative to $P$. The residual is not the relative error of every output: at $h=0.1$ nm it is 0.65%, while $E_0$ is off by only 0.06%.

Now introduce a fault by letting $S_j$ include the charge at node $j$. This adds $(e^2/\varepsilon)hn_j$ to the force there, and hence about $(e^2/\varepsilon)h\int n^2dz$ to the pressure: a positive, first-order error. The residuals at $h=0.05$ and $0.025$ nm are $+1.760\%$ and $+0.917\%$. They nearly halve instead of falling by four. Both would vanish as $h\to0$, so the order of convergence reveals the fault more clearly than one small residual.

A box that is too short leaves a different signature. With the far wall at 4 nm and $h=0.05$ nm, the near-wall residual is $+5.63\%$, and the far-wall pressure is $5.81\%$ of $P$. Their difference, $-0.18\%$, is the grid term. Refining the grid alone would not remove the far-wall contribution.

A sound procedure is therefore to reduce the potential mismatch first, confirm that the far-wall pressure is negligible, and then halve $h$ and look for a fourfold fall. Occupations, masses and constants need separate checks.

## (g) When must the right side be changed?

Consider local exchange, a falling depletion field and the dielectric image force. Judge what they mean for a real transistor.

**Solution.** Suppose a potential $v(n)$, depending only on the local density, acts equally on all electrons. Define $p(n)$ by $dp/dn=n\,dv/dn$. Then

$$\int_0^\infty n\frac{dv}{dz}\,dz=\int_0^\infty\frac{dp}{dz}\,dz=0,$$

because $n=0$ at both ends. Such a potential changes individual subbands but leaves (3) intact. As a trial, take local exchange for six equally filled valleys, $v=-(e^2/4\pi\varepsilon)(3n/6\pi)^{1/3}$. It is up to 21 meV deep. At $h=0.05$ nm it contributes $-0.00084$ eV/nm to $f_{0,0}$, a value that grows in magnitude by about 2% as the grid is refined, yet the total residual is $-0.145\%$, still of the size of the grid error.

A uniformly doped depletion layer of width $W$ has a field falling as $1-z/W$. Averaging this linear factor replaces $N_{dep}$ in (3) by $N_{dep}(1-\langle z\rangle/W)$, where $\langle z\rangle$ is the mean electron depth. For $5\times10^{17}$ acceptors per cm³, $W=50$ nm; the new self-consistent solution lowers the predicted pressure by 1.6%.

An electron in silicon also has an image of the same sign in a thick oxide, because the oxide permittivity $\varepsilon_{ox}$ is smaller. The image charge is $-e(\varepsilon-\varepsilon_{ox})/(\varepsilon+\varepsilon_{ox})$ at distance $2z$, so the repulsive force is

$$\frac{C}{z^2},\qquad C=\frac{e^2}{16\pi\varepsilon}\frac{\varepsilon-\varepsilon_{ox}}{\varepsilon+\varepsilon_{ox}} .$$

It subtracts $C\int n\,z^{-2}dz$ from the right side of (3). The integral is finite because $n\propto z^2$ at the wall. With $\varepsilon_{ox}/\varepsilon_0=3.9$ and the Hartree density held fixed, this is 29% of $P$. So large a correction calls for a new self-consistent solution; the fixed-density figure is only an estimate of its importance. Once the electrons are allowed to move away from the wall, the correction drops to about 25% of $P$.

The chosen densities and doping are of the rough size found in a bulk silicon transistor in strong inversion, and the implied oxide field is 3.5 MV/cm. Of the corrections to the right side of (3) estimated here, the image force is the largest, at about 29% of $P$ for a thick oxide and fixed density. The oxide barrier of a real device is also finite. If $\psi\propto e^{\kappa z}$ in the oxide, continuity of $\psi$ and $\psi'/m$ moves the effective wall outward by $\delta=m_{ox}/(m_i\kappa)$. A rough barrier of 3.1 eV and oxide mass $m_{ox}=0.5\,m_0$, with $\kappa$ set by the barrier height above $E_0$, give $\delta=0.088$ nm for level 0,0. With $V$ held fixed, part (a) gives a fall in $E_0$ of about $f_{0,0}\delta=0.0832\times0.088$ eV, or 7 meV. If the potential readjusts, the fall is larger: were $\delta$ the same for every subband, the whole layer would move outward by $\delta$, and $E_0$ measured from $V(0)$ would fall by about $eF_s\delta$, or 10 meV. In fact $\delta$ is not the same: the light normal mass of ladder 1 gives $\delta\approx0.43$ nm, so level 1,0 falls by about $f_{1,0}\delta\approx25$ meV at fixed $V$ and by about 30 meV self-consistently, and its share rises from 19% to about 31%, while $E_0$ still falls by about 10 meV. Either figure for $E_0$ exceeds the grid error in $E_0$ at every spacing used here: the residual is a check on the numerical solution of the model, and says nothing about the accuracy of the model for a device.

## Calculated quantities

```
Temperature 300 K; kT 25.85 meV
N_s 5.00e+12 cm^-2; N_dep 2.50e+12 cm^-2
Relative permittivity: Si 11.7, oxide 3.9
Silicon masses: long 0.92, transverse 0.19 m0
DOS masses: 0.190, 0.418 m0; valleys 2, 4
hbar^2/(2m0) 0.038100 eV nm^2; e^2/eps 1.546592 eV nm
Box 30 nm; states per ladder 12
Depletion field 0.3866 MV/cm
Mean field 0.7733 MV/cm
Surface field 1.1599 MV/cm
Closed-form pressure 0.00386648 eV/nm^3
Closed-form pressure 0.61948 MPa
Extrapolated wall pressure 0.00386648 eV/nm^3
Extrapolated relative error 1.03e-07
Mean electron distance 1.5751 nm
Fermi level above V(0) 186.211 meV
Finest grid: ladder,level | E meV | share % | force eV/nm
  0,0 | 175.048 | 76.507 | 0.083177
  0,1 | 265.292 | 3.764 | 0.057242
  0,2 | 327.795 | 0.343 | 0.050655
  1,0 | 261.421 | 19.173 | 0.058583
  1,1 | 386.520 | 0.156 | 0.048046
  1,2 | 484.713 | 0.003 | 0.045385
Grid: h nm | pressure eV/nm^3 | residual % | E0 error meV
  0.200 | 0.00376628 | -2.59143 | -0.40922
  0.100 | 0.00384151 | -0.64581 | -0.10265
  0.050 | 0.00386024 | -0.16133 | -0.02568
  0.025 | 0.00386492 | -0.04032 | -0.00642
Observed residual order 2.0003
Relative residual/h^2 -0.64518 nm^-2
Iteration at h=0.05 nm: pass | mismatch meV | residual %
  1 | 158.456306 | -50.03943
  2 | 72.517018 | -26.84081
  5 | 10.153948 | -3.98645
  10 | 0.653862 | -0.35175
  20 | 0.003468 | -0.16214
Passes to 1e-9 eV: 36
Triangular start: residual -0.13801 %, mismatch 1051.831 meV
Arbitrary occupations (70% 0,1; 30% 1,0): residual -0.22763 %
Displaced Poisson residuals, h=0.05, 0.025 nm: 1.7601, 0.9172 %
Displaced Poisson order 0.940
4 nm box: near residual 5.633 %, far pressure 5.810 %
Acceptors 5.0e+17 cm^-3; width 50.0 nm
Depletion curvature changes force by -1.603 %
Image force / Hartree force 29.28 %
Local exchange depth 20.73 meV; force on 0,0 -0.000841 eV/nm
With exchange: sum-rule residual -0.14543 %
Rough oxide barrier 3.1 eV, mass 0.5 m0
Oxide: effective wall shift 0.0877 nm, E0 lowering 7.30 meV
Oxide field 3.480 MV/cm
WKB factor for 2 nm oxide 8.04e-11
E0 normal kinetic energy 47.71 meV; times 0.5/eV = 0.0239
```
